# Fitting Racah Parameters and Spin-Orbit Coupling to 4d² Levels

## Two levels that repel each other

A tin plasma that emits extreme-ultraviolet light near 13.5 nm contains highly charged ions, among them Sn¹²⁺, whose ground configuration is 4d². Repulsion and spin-orbit coupling split this configuration into nine levels. Suppose that their energies and total angular momenta $J$ are known. How strong are the two interactions?

If spin-orbit coupling were weak, one could read its strength from the intervals within a triplet term. Here it also mixes terms with different spin, and the mixing moves the levels. The mixing depends on the parameters that are sought, so the problem is nonlinear. The three levels ³F₃, ³F₄ and ¹G₄ already show this.

Write the spin-orbit energy as $\zeta\sum_i \mathbf l_i\cdot\mathbf s_i$, with one constant $\zeta$ for both electrons and $\hbar=1$ in angular momenta. The stretched ³F₄ state has orbital projections 2 and 1, both spins up, and spin-orbit energy $\zeta(2\cdot\tfrac12+1\cdot\tfrac12)=\tfrac32\zeta$. Within ³F the operator acts as $\lambda\mathbf L\cdot\mathbf S$, where
$$\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-L(L+1)-S(S+1)].$$
This is 3 for $J=4$ and $-1$ for $J=3$. Hence $\lambda=\zeta/2$, and ³F₃ is shifted by $-\zeta/2$. The singlet ¹G₄ has no diagonal shift.

The coupling $x\zeta$ between ³F₄ and ¹G₄ follows from the case without repulsion. One d electron then has energy $\zeta$ for $j=5/2$ and $-\tfrac32\zeta$ for $j=3/2$. The two $J=4$ states have energies $2\zeta$, from two electrons with $j=5/2$, and $-\tfrac12\zeta$, from one of each kind. Their product must equal the determinant of the $2\times2$ matrix:
$$-1=\tfrac32\cdot0-x^2,\qquad x^2=1.$$
The sign of $x$ can be changed by reversing one basis vector, so take $x=1$.

Let $g$ be the distance from ³F to ¹G before spin-orbit coupling. Measured from ³F₃, which adds $\zeta/2$ to both diagonal elements, the $J=4$ matrix is
$$h=\begin{pmatrix}2\zeta&\zeta\\ \zeta&g+\zeta/2\end{pmatrix}.$$

The synthetic levels used below lie at 9635.4 cm⁻¹ (³F₃), 18405.7 and 39965.2 cm⁻¹ ($J=4$). The eigenvalues of $h$ must therefore be $8770.3$ and $30329.8$ cm⁻¹. The data were made with $\zeta=5000$ and $g=26600$ cm⁻¹, values that the fit has to recover.

## The fit by hand

The derivative of an eigenvalue with respect to a parameter is the expectation value of the operator multiplying that parameter. Indeed, for a normalized eigenvector $|i\rangle$,
$$\partial E_i=\langle i|\partial H|i\rangle+E_i\,\partial\langle i|i\rangle=\langle i|\partial H|i\rangle,$$
because the norm is constant. This is the Hellmann-Feynman theorem.

First ignore mixing. The lower energy is $2\zeta$ and the upper is $g+\zeta/2$, which gives
$$\zeta=8770.3/2=4385,\qquad g=30329.8-2193=28137\ \text{cm}^{-1}.$$

Now use these values to find the eigenvectors. Write the lower one as $\cos\theta\,|{}^3F\rangle-\sin\theta\,|{}^1G\rangle$. Diagonalization requires
$$\tan2\theta=\frac{2\zeta}{g-3\zeta/2}=\frac{8770}{21560}=0.407,$$
so $\sin^2\theta=0.0369$ and $\sin2\theta=0.377$. The lower level has derivatives
$$\frac{\partial E_-}{\partial\zeta}=2\cos^2\theta+\tfrac12\sin^2\theta-\sin2\theta=1.568,$$
$$\frac{\partial E_-}{\partial g}=\sin^2\theta=0.0369.$$

The matrix is linear in its parameters, so $E_-=\langle-|h|-\rangle$ equals the sum of parameters times derivatives. Holding the eigenvectors fixed, we solve
$$1.568\,\zeta+0.0369\,g=8770.3,\qquad 2.5\,\zeta+g=39100.1.$$
The second equation is the sum of both levels, from which $\theta$ drops out. Elimination of $g$, with unrounded coefficients, gives $1.4758\,\zeta=7329.3$, hence $\zeta=4966$ and $g=26684$ cm⁻¹. One more round gives $\zeta=5000$ and $g=26600$ cm⁻¹ to the nearest unit.

There is a catch. The product of the eigenvalues is $2\zeta(g+\zeta/2)-\zeta^2=2\zeta g$, and their sum is $T=2.5\zeta+g$. Eliminating $g$ gives
$$5\zeta^2-2T\zeta+E_-E_+=0.$$
The two roots add to $2T/5=15640$ cm⁻¹. Besides $\zeta=5000$ there is a second solution, $\zeta=10640$ with $g=12500$ cm⁻¹, which fits the same levels. A perfect fit to three levels therefore does not establish the parameters. The other levels remove this ambiguity.

## The complete model

Two equivalent d electrons form the terms ³F, ³P, ¹G, ¹D and ¹S. The repulsion enters through the Slater integrals $F^0,F^2,F^4$. Put $F_2=F^2/49$ and $F_4=F^4/441$, and define the angular integrals
$$c^k(m,m')=\sqrt{\frac{4\pi}{2k+1}}\int Y_{2m}^*Y_{k,m-m'}Y_{2m'}\,d\Omega.$$
A determinant with projections $m,m'$ has direct energy $\sum_k c^k(m,m)c^k(m',m')F^k$. Parallel spins add the exchange energy $-\sum_k[c^k(m,m')]^2F^k$. For $m=2,1,0,-1,-2$ the diagonal integrals are
$$7c^2=(-2,1,2,1,-2),\qquad 21c^4=(1,-4,6,-4,1).$$

The trace of a matrix does not depend on the basis, so sums over determinants with given $M_L,M_S$ equal sums over terms. Leaving out the common $F^0$ per state:

- ³F is the determinant $(2,1)$ with parallel spins: $(-2F_2-4F_4)-(6F_2+5F_4)=-8F_2-9F_4$.
- ³F+³P comes from $(2,-1)$ and $(1,0)$ with parallel spins: $(-2F_2-39F_4)+(F_2-54F_4)=-F_2-93F_4$. Thus ³P is $7F_2-84F_4$.
- ¹G is the determinant with both electrons at $m=2$: $4F_2+F_4$.
- ³F+¹G+¹D comes from $M_L=2$, $M_S=0$: $2(-4F_2+6F_4)+(F_2+16F_4)=-7F_2+28F_4$. Thus ¹D is $-3F_2+36F_4$.
- All five terms enter at $M_L=M_S=0$: $2(4F_2+F_4)+2(F_2+16F_4)+(4F_2+36F_4)=14F_2+70F_4$. Thus ¹S is $14F_2+126F_4$.

With the Racah parameters $A=F^0-49F_4$, $B=F_2-5F_4$ and $C=35F_4$ these become
$$E({}^3F)=A-8B,\qquad E({}^3P)=A+7B,$$
$$E({}^1G)=A+4B+2C,\quad E({}^1D)=A-3B+2C,$$
$$E({}^1S)=A+14B+7C.$$
In particular, $g=12B+2C$.

For the spin-orbit part, ³P also has $\lambda=\zeta/2$. The determinants $(2,-1)$ and $(1,0)$ with spins up have total spin-orbit energy $\zeta$. The ³F state with $M_L=M_S=1$ contributes $\zeta/2$, which leaves $\zeta/2$ for ³P. Its diagonal shifts are therefore $-\zeta,-\zeta/2,\zeta/2$ for $J=0,1,2$; those of ³F are $-2\zeta,-\zeta/2,\tfrac32\zeta$ for $J=2,3,4$.

The orbital operator is a vector and cannot connect F with P. What remains is a coupling between ³P₀ and ¹S₀, couplings of ¹D₂ to ³F₂ and ³P₂, and the $J=4$ coupling already found. Without repulsion the $J=0$ energies are $2\zeta$ and $-3\zeta$. The determinant gives $-6=-y^2$, so the coupling is $\sqrt6\,\zeta$ in magnitude.

For $J=2$ the energies without repulsion are $2,-\tfrac12,-3$ in units of $\zeta$. Let $a$ and $b$ be the couplings of ¹D₂ to ³F₂ and ³P₂. The sum of squared eigenvalues and the determinant give
$$\tfrac{53}{4}=\tfrac{17}{4}+2(a^2+b^2),\qquad 3=2b^2-\tfrac12a^2.$$
Hence $a^2+b^2=\tfrac92$, $a^2=\tfrac{12}{5}$ and $b^2=\tfrac{21}{10}$. The couplings form no closed loop, so all signs can be made positive by choice of basis phases.

These blocks were tested against diagonalization of all 45 two-electron determinants. For the example's parameters, with and without the extra terms introduced later, the largest difference was $5\times10^{-11}$ cm⁻¹.

## The general iteration

Collect the parameters in $p=(A,B,C,\zeta)$ and write $H=\sum_kp_kO_k$. For level $i$ define
$$D_{ik}=\frac{\partial E_i}{\partial p_k}=\langle i|O_k|i\rangle.$$
This requires the level to be nondegenerate within its own $J$. Crossings between different $J$ do no harm, because those blocks are separate. Taking the expectation value of $H$ gives $E=Dp$, although $D$ itself depends on $p$.

We minimize $S=\sum_i(E_i^{\rm obs}-E_i)^2$. Let $r=E^{\rm obs}-E$ be the residuals. A small change $\Delta$ of the parameters turns $r$ into $r-D\Delta$ to first order. Setting the derivative of $|r-D\Delta|^2$ to zero gives
$$D^TD\,\Delta=D^Tr.$$
Now insert $r=E^{\rm obs}-Dp$:
$$p_{\rm new}=p+(D^TD)^{-1}D^T(E^{\rm obs}-Dp)=(D^TD)^{-1}D^TE^{\rm obs}.$$
This is the Gauss-Newton method, and it needs independent columns in $D$. For independent errors of unequal size, divide each row of $D$ and each datum by its standard error.

The procedure is as follows.

1. Diagonalize each $J$ block with the current parameters.
2. Pair observed and calculated levels by $J$ and by energy order within $J$. An unobserved level keeps its place in the order, but its row is omitted.
3. Form $D$ from the eigenvectors and solve the linear least-squares problem.
4. Repeat until the parameters stop changing.

Pairing by order avoids ambiguous term names. In the example the upper two $J=2$ levels have leading components of 53% ¹D and 59% ³P.

Changing the starting $A$, or multiplying all starting parameters by one positive number, leaves the eigenvectors and their order unchanged. The next iterate is then the same. What matters in the start are the ratios of $B$, $C$ and $\zeta$.

## Why nine levels settle the question

Let $T_J$ be the sum of the levels with given $J$. Couplings do not affect a trace, so
$$T_1=A+7B-\tfrac12\zeta,\qquad T_3=A-8B-\tfrac12\zeta,$$
$$T_2=3A-4B+2C-\tfrac32\zeta,\quad T_4=2A-4B+2C+\tfrac32\zeta.$$
Subtracting the first two and setting $u=A-\zeta/2$ gives
$$B=(T_1-T_3)/15,\qquad u=T_3+8B.$$
Since $T_2=3u-4B+2C$ and $T_4=2u+\tfrac52\zeta-4B+2C$,
$$C=\tfrac12(T_2-3u+4B),\qquad \zeta=\tfrac25(T_4-2u+4B-2C).$$
Exact levels with known $J$ therefore determine all four parameters uniquely within this model, even without the $J=0$ levels. The same formulas supply a starting point.

In the example, $B=(29135.4-9635.4)/15=1300$ cm⁻¹ and $u=9635.4+10400=20035.4$ cm⁻¹. The upper two $J=2$ levels sum to $65906.3$ cm⁻¹ and the lowest is zero, so $C=\tfrac12(65906.3-60106.2+5200)=5500$ cm⁻¹. The $J=4$ sum, $58370.9$ cm⁻¹, gives $\zeta=5000$ cm⁻¹. The false solution of the three-level problem is excluded.

## Recovery and speed of convergence

The synthetic data use $B=1300$, $C=5500$ and $\zeta=5000$ cm⁻¹, with $A=22535.4$ cm⁻¹ so that the ground level is zero. The lower $J=0$ level shows how the derivatives work. It is 95.3% ³P and 4.7% ¹S, so $\partial E/\partial B=0.953\cdot7+0.047\cdot14=7.33$. With all four derivatives,
$$22535.4+7.3272\cdot1300+0.3272\cdot5500-1.9873\cdot5000=23924\ \text{cm}^{-1},$$
which agrees with the level at 23923.5 cm⁻¹ within the rounding of the derivatives.

A poor start, $(B,C,\zeta)=(1000,4000,2000)$ cm⁻¹, leads after one step to $(1302.9,5578.0,5072.8)$ and after two to $(1300.0,5500.0,5000.1)$ cm⁻¹. The third agrees with the truth to the four printed decimals.

To see why, let $p^*$ be the true parameters, $e=p-p^*$ the error, and $H_i$ the matrix of second derivatives of $E_i$. For exact data, $Dp^*=Dp-De=E(p)-De$. The new error is therefore
$$e_{\rm new}=(D^TD)^{-1}D^T[E(p^*)-E(p)+De].$$
Taylor expansion about $p$ gives $E_i(p^*)=E_i(p)-(De)_i+\tfrac12e^TH_ie+\dots$. The linear terms cancel, and the bracket is $\tfrac12e^TH_ie$ to leading order. Convergence is quadratic. When an initial offset of 5 cm⁻¹ in $\zeta$ was halved, the error after one step fell by a factor of 3.999.

The curvature follows from second-order perturbation theory:
$$(H_i)_{kl}=2\sum_{j\ne i}\frac{\langle i|O_k|j\rangle\langle j|O_l|i\rangle}{E_i-E_j},$$
with $j$ in the same $J$ block. Close levels that are coupled by the operators make the linear step less reliable.

If the data do not fit the model, residuals remain at the minimum, where $D^Tr=0$. Let $e$ now denote the deviation of the parameters from this minimum. For small $e$, differentiating both factors gives
$$D^Tr\simeq\Big(\sum_ir_iH_i-D^TD\Big)e.$$
Substitution in $e_{\rm new}=e+(D^TD)^{-1}D^Tr$ leaves
$$e_{\rm new}\simeq Ke,\qquad K=(D^TD)^{-1}\sum_ir_iH_i.$$
Convergence is now linear in general. It is assured for starts close enough to the minimum if every eigenvalue of $K$ has magnitude below one.

These are local statements. In a trial with exact data, each of $B,C,\zeta$ was multiplied by a random factor between 1/4 and 4. All 300 starts reached the truth. This supports the method in that range but does not prove convergence from every start. Indeed, if the sign of the starting $\zeta$ is reversed, about half of such starts miss the true parameters. The starting $\zeta$ should therefore have the right sign, which the trace formulas supply.

## Measurement errors

Let the nine energies have independent errors $\varepsilon_i$ of standard deviation $\sigma$. For small errors the fitted parameters shift by $(D^TD)^{-1}D^T\varepsilon$, so their covariance is
$$\sigma^2(D^TD)^{-1}D^TD(D^TD)^{-1}=\sigma^2(D^TD)^{-1}.$$
The fit removes the part of $\varepsilon$ that lies in the four-dimensional column space of $D$. Five dimensions remain, and the expected sum of squared residuals is $5\sigma^2$.

Take $\sigma=20$ cm⁻¹. Since $|\delta\lambda|=\lambda^2\sigma$, this corresponds to 0.36 pm at 13.5 nm. One noisy set of levels, rounded to whole cm⁻¹, gave:

| Parameter | Fit (cm⁻¹) | Standard error (cm⁻¹) | Fit (eV) |
|---|---:|---:|---:|
| $B$ | 1299.7 | 1.2 | 0.1611 |
| $C$ | 5498.1 | 4.6 | 0.6817 |
| $\zeta$ | 5001.2 | 5.2 | 0.6201 |

All three lie within one standard error of the truth. The residuals give a scatter estimate of 15.7 cm⁻¹, from only five degrees of freedom. Over 2000 noisy sets, the observed spreads agreed with the covariance formula within 3%, and the mean squared residual sum was $4.95\sigma^2$.

The trace formulas are less precise. Their standard error for $C$ is 27 cm⁻¹, against 4.6 cm⁻¹ for least squares. They serve as a start, not as a replacement for the fit.

Level energies may be given relative to the ground level. With all nine levels and equal weights, subtracting the observed ground energy from every datum changes $A$ alone. If level energies share measured lines, however, their errors are correlated. The inverse covariance matrix $W$ then enters as $(D^TWD)^{-1}D^TW$.

The highest level, ¹S₀, carries much of the information on $C$: its derivative is 6.67. Without it the standard error of $C$ rises to 13 cm⁻¹, while that of $B$ hardly changes. The fit then predicts ¹S₀ with a standard error of 73 cm⁻¹, provided that the model holds.

## What the four-parameter model leaves out

In a real ion, 4d² mixes with other configurations. To second order this changes the energies within 4d². Consider a correction that is independent of spin and invariant under rotations. Each of the five terms occurs once, so the correction amounts to five term shifts. They can be represented by $A,B,C$, a contribution $\alpha L(L+1)$, and a separate shift of ¹S.

To prove independence, suppose that a combination vanishes for every term. The differences ³F−³P and ¹G−¹D give
$$-15B+10\alpha=0,\qquad 7B+14\alpha=0.$$
Hence $B=\alpha=0$. Then ³F gives $A=0$, ¹G gives $C=0$, and ¹S gives zero for the last shift.

If such effects change the levels by $\delta E$, the four-parameter fit absorbs part of them:
$$\delta p\simeq(D^TD)^{-1}D^T\delta E.$$
The rest appears as misfit. As trial sizes, not values calculated for tin, take $\alpha=50$ cm⁻¹ and a ¹S shift of $-1000$ cm⁻¹. Refitting gives these biases in cm⁻¹:

| Neglected effect | $B$ | $C$ | $\zeta$ | Rms misfit |
|---|---:|---:|---:|---:|
| $\alpha$ | −33 | 25 | 28 | 230 |
| ¹S shift | 0.5 | −148 | 22 | 86 |
| Both | −33 | −124 | 50 | 296 |

With both effects the biases are −2.5% of $B$, −2.3% of $C$ and 1.0% of $\zeta$. They far exceed the statistical errors, which assume a correct model. The misfit, about 15 times $\sigma$, reveals the problem. The iteration still converges quickly: the largest eigenvalue of $K$ has magnitude 0.010.

Adding both operators to $H$ requires no new method, only two more columns in $D$. The six-parameter fit recovers all values from the noise-free data. For $\sigma=20$ cm⁻¹ its standard errors are 1.9 cm⁻¹ for $B$, 18 for $C$, 5.5 for $\zeta$, 2.1 for $\alpha$ and 111 for the ¹S shift. The loss of precision in $C$ is the price of the two additional parameters.

For Sn¹²⁺ the chosen $B,C,\zeta$ are rough values of the right general size, and the calculated levels are not measured ones. The real ion also has configuration mixing, which the four-parameter model neglects. The table shows how far the assumed corrections would move the parameters. Fitted values are thus effective constants of 4d², not bare integrals over one orbital.

Magnetic interactions between the electrons are also missing. Their dipole scale is $\alpha_{\rm fs}^2\langle r_>^{-3}\rangle$ in atomic units, where $\alpha_{\rm fs}$ is the fine-structure constant and $r_>$ the larger of the two radii. A hydrogenic 4d orbital with charge 21.4, matched to $F^4$, gives 16 cm⁻¹. The figure depends on the orbital: a self-consistent, nonrelativistic local-density 4d orbital of Sn¹²⁺, which has more weight near the nucleus, gives 21 cm⁻¹. The scale is an order of magnitude, not a level shift. Being comparable with $\sigma$, it marks the accuracy at which these interactions deserve their own operators. The complete levels, derivatives and iterates are in the numerical output below.

## Calculated quantities

```
True A B C zeta (cm^-1): 22535.4 1300.0 5500.0 5000.0
J, E (cm^-1), leading term, weight %, dE/dB dE/dC dE/dzeta:
 0   23923.5 3P  95.3  7.3272 0.3272 -1.9873
 0   81947.3 1S  95.3  13.6728 6.6728 0.9873
 1   29135.4 3P 100.0  7.0000 0.0000 -0.5000
 2      -0.0 3F  92.6  -7.6004 0.1408 -2.6859
 2   25838.8 1D  53.5  0.7941 1.0698 -0.7226
 2   40067.5 3P  58.9  2.8062 0.7894 1.9085
 3    9635.4 3F 100.0  -8.0000 0.0000 -0.5000
 4   18405.7 3F  94.3  -7.3155 0.1141 0.9506
 4   39965.2 1G  94.3  3.3155 1.8859 0.5494
Blocks vs 45 determinants, max diff (cm^-1): 5.1e-11
Derivatives vs finite differences, max diff: 2.6e-07
From J traces A B C zeta (cm^-1): 22535.4 1300.0 5500.0 5000.0
Iterates A B C zeta (cm^-1):
 0: 0.0000 1000.0000 4000.0000 2000.0000
 1: 22452.3836 1302.9355 5577.9841 5072.8335
 2: 22535.4744 1300.0070 5499.9670 5000.0765
 3: 22535.4263 1300.0000 5500.0000 5000.0000
 4: 22535.4263 1300.0000 5500.0000 5000.0000
 5: 22535.4263 1300.0000 5500.0000 5000.0000
Steps until change < 1e-8 cm^-1: 5
Error ratio when start offset is halved: 3.999
Random starts (factors 1/4 to 4) reaching truth: 300 of 300
Noise sigma: 20 cm^-1 = 0.364 pm at 13.5 nm
Noisy levels (cm^-1): 23931 81942 29141 12 25824 40072 9627 18435 39956
Residuals (cm^-1): 7.3 4.9 2.8 8.0 -17.0 -0.8 -15.5 20.9 -10.6
Noisy fit A B C zeta (cm^-1): 22540.8 1299.7 5498.1 5001.2
Standard errors (cm^-1): 8.5 1.2 4.6 5.2
Scatter estimated from residuals (cm^-1): 15.7
Noisy fit B C zeta (eV): 0.1611 0.6817 0.6201
Errors at truth, formula (cm^-1): 8.54 1.23 4.64 5.18
Errors from 2000 noisy fits (cm^-1): 8.56 1.24 4.63 5.04
Errors of trace formulas (cm^-1): 19.22 1.89 27.49 18.77
Mean squared residual sum / sigma^2: 4.953
Errors without 1S0 (cm^-1): 10.66 1.24 12.88 5.36
Error of predicted 1S0 (cm^-1): 72.9
Trial alpha, 1S shift (cm^-1): 50 -1000
Bias A B C zeta, alpha (cm^-1): 398.0 -33.4 24.9 27.5; rms misfit 229.7
Bias A B C zeta, 1S shift (cm^-1): 74.1 0.5 -148.2 21.7; rms misfit 85.5
Bias A B C zeta, both (cm^-1): 473.1 -32.9 -123.9 50.4; rms misfit 295.9
Linear convergence factor, both effects: 0.0102
Six-parameter fit (cm^-1): 22535.4 1300.0 5500.0 5000.0 50.0 -1000.0
Six-parameter errors (cm^-1): 14.73 1.89 17.91 5.48 2.06 111.23
Matched hydrogenic 4d charge: 21.4
Spin-spin dipole scale (cm^-1): 16
```
